# Steady Energy Release of a Four-Point-Bend Interface Crack Between Equal Plates

**Q.** Two plates are glued face to face by a thin film, and the sandwich is bent until an interface crack runs. I am told that the release rate does not depend on crack length. Before I believe that, what is the specimen?

**A.** Two equal plates, each of thickness $h$, isotropic and linear elastic, with modulus $E$ and Poisson ratio $\nu$. Both plates are thick compared with the film, whose own stiffness and stress I neglect at first. One plate is cut through by a notch at mid-span. From the notch two cracks run along the interface, one to each side, each of length $a$.

The two outer rollers press on the notched plate and the two inner rollers on the continuous one, so the notched side is in tension. The total load is $P$, the width is $b$, and each inner roller is a distance $L$ from its outer neighbour.

Each roller exerts a force per width $q=P/(2b)$. Cut the specimen between the inner rollers and look at one half. The two roller forces on it are equal and opposite, so the cut carries no shear force. It does carry their couple:

$$m=qL=\frac{PL}{2b}.$$

This moment per width is the same at every section between the inner rollers.

**Q.** A moment is not an energy. How much does a bent plate store?

**A.** Let $x$ run along the specimen, $y$ through the thickness and $z$ across the width. I assume plane strain, $\varepsilon_{zz}=0$, and will return to whether that is justified. The faces are free, so $\sigma_{yy}=0$ in pure bending. Hooke's law across the width then gives

$$0=\varepsilon_{zz}=\frac{\sigma_{zz}-\nu\sigma_{xx}}{E}\quad\Rightarrow\quad\sigma_{zz}=\nu\sigma_{xx},$$

and along the length

$$\varepsilon_{xx}=\frac{\sigma_{xx}-\nu\sigma_{zz}}{E}=\frac{1-\nu^2}{E}\,\sigma_{xx}.$$

So $\sigma_{xx}=E'\varepsilon_{xx}$ with $E'=E/(1-\nu^2)$. For a plate of thickness $H$ and curvature $\kappa$, $\varepsilon_{xx}=\kappa y$ measured from its mid-plane, and

$$m=\int_{-H/2}^{H/2}E'\kappa y^2\,dy=\frac{E'H^3}{12}\,\kappa .$$

The moment grows linearly with curvature, so the energy per area of plate is

$$w=\tfrac12 m\kappa=\frac{6m^2}{E'H^3}.$$

**Q.** Behind the tip there are two plates. Why not share the moment between them?

**A.** Because the notched one ends at the notch. Take the piece of it between the notch and some section behind the tip. Its end is free, no inner roller touches it, and its crack face is free if the crack is open. Equilibrium then leaves no force and no moment on the section. The continuous plate carries all of $m$.

**Q.** "If the crack is open" is doing some work there. Might the faces press together?

**A.** The continuous plate bends so that its interface side is convex. It therefore curves away from its tangent at the tip, on the side away from the notched plate. The unloaded arm stays straight. Neglecting the local deformation at the tip, the gap at a distance $s$ behind it is $\kappa s^2/2$, which is positive.

The local deformation needs a two-dimensional calculation. I solved the plane-strain equations by finite elements for half the specimen, with point forces at the rollers, the inner roller $12h$ from the notch and $L=10h$. For $a=6h$ the gap was positive at every computed point of the crack faces, for $\nu=0.10$, $0.22$ and $0.40$.

**Q.** When the crack advances, the stored energy goes up, since one plate is more flexible than two. How can energy be released?

**A.** The rollers do work. For half the specimen let $\Delta$ be the displacement of the inner roller relative to the outer one, with $\Delta=C(a)\,q$. The stored energy per width is $U=\tfrac12 q\Delta=\tfrac12Cq^2$. Advance the crack by $da$ at fixed load:

$$\text{work}=q\,d\Delta=q^2\,dC,\qquad dU=\tfrac12q^2\,dC.$$

Half of the work is stored. The other half is available to the crack:

$$G=\frac{q^2dC-\tfrac12q^2dC}{da}=\frac12q^2\frac{dC}{da}=\left(\frac{\partial U}{\partial a}\right)_{q}.$$

At fixed displacement the rollers do no work, $U=\Delta^2/(2C)$, and

$$G=-\left(\frac{\partial U}{\partial a}\right)_\Delta=\frac{\Delta^2}{2C^2}\frac{dC}{da}=\frac12q^2\frac{dC}{da}.$$

The same $G$ results, so I may use the fixed-load form whatever machine applies the load.

**Q.** But $U$ contains the singular field at the tip, which you have not calculated.

**A.** I need its change, not its value. Suppose the tip is far enough from the notch and from the inner roller that its disturbance has died out before reaching either. When the crack advances by $da$ at fixed load, that disturbed region moves along unchanged. What changes is the length of undisturbed material: $da$ less of joined plate, of thickness $2h$, and $da$ more of separated plates, of which one carries $m$ and the other nothing. The energies per area are

$$w_{\text{ahead}}=\frac{6m^2}{E'(2h)^3}=\frac{3m^2}{4E'h^3},\qquad w_{\text{behind}}=\frac{6m^2}{E'h^3}+0 .$$

Therefore

$$G=w_{\text{behind}}-w_{\text{ahead}}=\left(6-\frac34\right)\frac{m^2}{E'h^3}=\frac{21}{4}\frac{m^2}{E'h^3},$$

and with $E'=E/(1-\nu^2)$,

$$\boxed{G=\frac{21(1-\nu^2)\,m^2}{4Eh^3}}$$

for each tip. The crack length has dropped out.

**Q.** I have seen a 16 where you have a 4.

**A.** Insert $m=PL/(2b)$. Then $m^2=P^2L^2/(4b^2)$ and

$$G=\frac{21(1-\nu^2)P^2L^2}{16Eb^2h^3}.$$

The thickness needs equal care. If $H=2h$ is the total thickness, $h^3=H^3/8$ and the formula reads $G=42(1-\nu^2)m^2/(EH^3)$.

**Q.** Give me a limit in which I can see the answer without this bookkeeping.

**A.** Let the continuous plate have thickness $h_c$ and the notched one $h_n$. The same subtraction gives

$$G=\frac{6m^2}{E'}\left[\frac1{h_c^3}-\frac1{(h_c+h_n)^3}\right].$$

Equal plates return $6(1-\tfrac18)=\tfrac{21}{4}$. Now make the notched plate a thin skin, $h_n\ll h_c$. To first order $(h_c+h_n)^{-3}=h_c^{-3}(1-3h_n/h_c)$, so

$$G\to\frac{18m^2h_n}{E'h_c^4}.$$

The skin sits on the surface of a bent plate, where the stress is $\sigma=6m/h_c^2$. Its stored energy per area is $h_n\sigma^2/(2E')=18m^2h_n/(E'h_c^4)$, the same expression. Peeling a thin skin releases the energy with which the skin was stretched.

**Q.** That supports the subtraction. It does not tell me how far "far enough" is.

**A.** The finite-element calculation does. There $G$ was found from the energy change when the crack advanced by $h/4$, with no beam theory. At $a$ near $6h$, the combination $GE'h^3/m^2$ came out as $5.2500$ for each of the three Poisson ratios, against $21/4=5.25$. Since $E'$ contains the factor $1-\nu^2$, this tests that factor as well.

For $\nu=0.22$, the ratio of $G$ to the steady formula varies with the mean crack length of the step as follows:

| $a/h$ | ratio |
|---|---|
| 0.375 | 0.98 |
| 0.625 | 0.997 |
| 1.125 | 1.000 |
| 8.125 | 1.000 |
| 10.125 | 1.002 |
| 11.125 | 1.002 |
| 14.125 | 0.55 |
| 17.125 | 0.20 |

In this geometry the plateau is reached when the crack is about one plate thickness long. It holds to about 0.4 % up to a distance $0.9h$ from the inner roller. Between the tabulated points the ratio rises to $1.004$ near $a=10.7h$. It then falls through 1 and reaches $0.993$ at $11.375h$ and $0.94$ at $11.875h$. The entry at $11.125h$ becomes $1.001$ on a finer mesh.

**Q.** And past the roller it collapses.

**A.** There the moment falls linearly towards the outer roller, which stands at $22h$. At $a=14.125h$ the local moment is $(22-14.125)/10=0.788$ of $m$, and its square is $0.620$. At $17.125h$ the square is $0.238$. The computed ratios, $0.55$ and $0.20$, are lower still. A shear force now acts at the tip, which the derivation excluded; I take that to be the reason for the remaining difference, but have not shown it. In either case, data taken with the tip beyond the inner roller must not be put into the plateau formula.

**Q.** Suppose I measure $G$ at which the crack runs. Is that the energy to pull the plates straight apart?

**A.** No. The crack also slides, and the proportion can be found by symmetry. Write the arm moments as (continuous, notched), positive in the same sense of rotation:

$$(m,0)=\left(\tfrac m2,-\tfrac m2\right)+\left(\tfrac m2,\tfrac m2\right).$$

Reflect the specimen in the interface plane. The first pair bends the arms apart symmetrically, so it gives pure opening, mode I. The second bends both arms the same way and is antisymmetric, so it gives pure sliding, mode II.

For the opening pair the moments cancel ahead of the tip, where nothing is stored:

$$G_I=2\cdot\frac{6(m/2)^2}{E'h^3}-0=\frac{3m^2}{E'h^3}.$$

For the sliding pair they add to $m$ ahead of the tip:

$$G_{II}=2\cdot\frac{6(m/2)^2}{E'h^3}-\frac{3m^2}{4E'h^3}=\frac{9m^2}{4E'h^3}.$$

**Q.** Energies are quadratic. Where is the cross term?

**A.** The energy released is the work of the interface tractions on the displacement jumps that appear as the crack advances. In mode I both are normal to the interface, and in mode II both are tangential. A normal traction does no work on a tangential jump, so the cross terms vanish. The sum confirms it: $3+\tfrac94=\tfrac{21}{4}$.

In the finite-element solution I separated the normal and tangential parts of this closure work for the actual notched specimen. They were $3.0000$ and $2.2500$ in units of $m^2/(E'h^3)$.

With $G_I=K_I^2/E'$ and $G_{II}=K_{II}^2/E'$, the mode angle obeys

$$\tan\psi=\frac{|K_{II}|}{K_I}=\sqrt{\frac{9/4}{3}}=\frac{\sqrt3}{2},\qquad\psi=40.9^\circ .$$

This is the angle for the plates with the film ignored. Within a film of different stiffness the local mixture can differ, although the total $G$ is still fixed by the plates. The measured toughness belongs to this mixed loading. It need not equal the toughness in pure opening.

**Q.** Put numbers in. What would a silicon specimen give?

**A.** Take a thin film between two silicon plates, with rough typical values: $h=0.75$ mm, $b=6.0$ mm, $L=7.5$ mm, inner rollers $9.0$ mm from the notch, $E=160$ GPa and $\nu=0.22$. Let the cracks run at $P=12$ N. The moment per width is

$$m=\frac{12\times0.0075}{2\times0.006}=7.5\ \text{N m/m}.$$

The plane-strain modulus is $160/(1-0.22^2)=168.1$ GPa. The energy stored ahead of the tip is $0.595$ J/m², and behind it $4.758$ J/m². The difference is

$$G=4.758-0.595=4.16\ \text{J/m}^2,$$

or $26.0$ eV/nm². Of this, $2.38$ J/m² is opening and $1.78$ J/m² sliding.

The distances are $12h$ and $10h$, as in the finite-element model. The plateau therefore runs from a crack length of about 0.8 mm to within about 0.7 mm of the inner roller.

**Q.** What would I see on the testing machine?

**A.** If the interface has a uniform toughness $\Gamma$ and the cracks grow slowly with $G=\Gamma$, the load stays constant while they grow:

$$P=\frac{2b}{L}\sqrt{\frac{4E\Gamma h^3}{21(1-\nu^2)}}.$$

The displacement increases meanwhile. From $G=\tfrac12q^2\,dC/da$ at constant $q$,

$$\frac{d\Delta}{da}=q\frac{dC}{da}=\frac{2G}{q}=\frac{4Gb}{P}.$$

Here this is $8.3$ µm for each millimetre by which both cracks advance. No crack length has to be measured, provided the tips are known to lie in the plateau region. The thickness does have to be measured well: at fixed load, $G\propto h^{-3}$, so an error of 1 % in $h$ makes an error of about 3 % in $G$.

**Q.** You promised to return to plane strain. Your strip is eight times wider than a plate is thick. Surely that is enough?

**A.** It is not. Width over thickness is the wrong measure. A bent strip wants to curve the opposite way across its width, because its stretched side contracts sideways. What can prevent this, apart from the rollers, is that the transverse deflection $v(z)$ moves material away from the neutral plane and so stretches it by $\kappa v$. With $D=E'h^3/12$, the energy per length of a strip is

$$\int_{-b/2}^{b/2}\left[\frac D2\left(\kappa^2+2\nu\kappa v''+v''^2\right)+\frac{Eh}{2}\kappa^2v^2\right]dz .$$

If the last term is negligible, the minimum is at $v''=-\nu\kappa$. The bracket becomes $\tfrac12D(1-\nu^2)\kappa^2=\tfrac12(Eh^3/12)\kappa^2$, so the strip bends with $E$ instead of $E'$.

To see when the last term is negligible, note that this $v$, measured from its mean so that there is no net axial force, is $-\nu\kappa(z^2/2-b^2/24)$. Its mean square is $\overline{v^2}=\nu^2\kappa^2b^4/720$. The ratio of stretching to bending energy is then

$$\frac{Eh\,\kappa^2\overline{v^2}/2}{Eh^3\kappa^2/24}=\frac{12\,\overline{v^2}}{h^2}=\frac1{60}\left(\frac{\nu b^2\kappa}{h}\right)^2 .$$

The governing number is $b^2\kappa/h$. Because of the factor $1/60$, it must be well above 1 before stretching matters.

**Q.** And in the example?

**A.** The loaded arm has curvature $1.27$ m⁻¹, so $b^2\kappa/h=0.061$. Minimising the energy over the shape $v(z)$ gives a stiffness $0.952$ of the plane-strain value, which is the free-edge limit $1-\nu^2$. When $b^2\kappa/h=100$ the minimum energy is $0.993$ of the plane-strain value, close to plane strain.

Far from the tip, then, this strip is not in plane strain unless something holds it flat. If its edges are free and the crack is also long compared with $b$, the steady-state subtraction can be repeated with $E$ in place of $E'$:

$$G_{\text{free}}=\frac{21m^2}{4Eh^3}=4.38\ \text{J/m}^2,$$

an average along the crack front. That is 5 % above the plane-strain value. In the example the crack is at most 9 mm long and the width is 6 mm, so neither limit applies cleanly. With the tip well away from the rollers I would expect a value between the two, but have not computed the three-dimensional case.

**Q.** Silicon is not isotropic either.

**A.** For a (001) plate cut along [110], with rough cubic constants $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, the plane-strain modulus is $170.3$ GPa and Young's modulus $169.7$ GPa. The subtraction is unchanged, because it uses nothing but the bending stiffness. It gives $4.11$ J/m² in plane strain and $4.12$ J/m² with free edges. For this cut the edge question almost disappears, and the better modulus lowers the isotropic plane-strain result by 1.3 %.

**Q.** What about friction at the rollers?

**A.** Suppose the specimen slips at every roller while the load rises, with friction coefficient $\mu$. The tensile face moves outward over the outer rollers, so friction pushes it inward with force $\mu q$ per width. The compressed face moves inward at the inner rollers, so friction pushes it outward with $\mu q$. These opposite forces act a distance $2h$ apart. They add no net axial force between the inner rollers, but form a couple $2h\mu q$ opposing $m=qL$:

$$m\to m\left(1-\frac{2\mu h}{L}\right),\qquad G\to G\left(1-\frac{2\mu h}{L}\right)^2 .$$

For $\mu=0.2$ and $L=10h$ the finite-element coefficient was $4.8384$, equal to $5.25\times0.96^2$. In the silicon example a rough $\mu=0.1$ lowers $G$ by 4.0 %. Ignoring friction therefore overstates the toughness. Freely turning rollers reduce the error.

**Q.** A deposited film can be under stress. Is that energy not released too?

**A.** The film stays attached to one plate and so stays stretched, but it bends that plate. Let it carry a tensile force $N$ per width before the specimen is loaded, and let it remain on the continuous plate. The film compresses the plates with force $N$. Bending does change the film stress: a film as stiff as silicon gains about the surface stress of the loaded arm, 80 MPa in the example. That gain is the effect of the film's own stiffness, a separate small correction for a thin film, which I leave out here. The original $N$ then acts on the plates as one more fixed load, and $G$ is again the increase of the plates' stored energy per area of crack advance.

Ahead of the tip it lies at the mid-plane of the pair. It adds no moment, and the axial energy is $N^2/(2E'\cdot2h)$. Behind the tip it lies a distance $h/2$ from the mid-plane of the loaded plate, on the side that $m$ stretches. The moment becomes $m-Nh/2$, and the axial energy $N^2/(2E'h)$. Subtracting,

$$G=\frac{6(m-Nh/2)^2-\tfrac34m^2+\tfrac14N^2h^2}{E'h^3}.$$

For $Nh/m=0.3$ this gives a coefficient $3.6075$, and so did the finite elements. For small $N$ the leading change comes from the cross term $-6mNh$, which relative to $\tfrac{21}{4}m^2$ is $-\tfrac87Nh/m$. A film of $0.5$ µm at $200$ MPa has $N=100$ N/m and $Nh/m=0.01$, so in plane strain $G$ falls by 1.1 %.

If the film stays on the notched plate, it bends an arm that carries no other moment. The cross term is then absent. The change is $6(Nh/2)^2+\tfrac14N^2h^2=\tfrac74N^2h^2$ in the numerator, a relative change of $\tfrac13(Nh/m)^2$, or about $0.003$ %.

**Q.** So how far should I trust the 4.16 J/m² for a real specimen?

**A.** A few joules per square metre is a plausible magnitude for a thin-film interface in microelectronics, and the dimensions are those of ordinary wafer pieces. The surface stress in the loaded arm, $6m/h^2=80$ MPa, is modest for well-prepared silicon, though edge flaws from cutting may break a plate first. Even when the crack has reached the inner roller, the arm turns by only $0.011$ rad between notch and roller, consistent with small-rotation theory. The film thickness is $7\times10^{-4}$ of $h$; a film as stiff as silicon, left on the loaded arm, would stiffen it by about $3t/h$, or 0.2 %.

Of the effects estimated here, roller friction is the largest once the crystal modulus is used: 4 % for the assumed $\mu=0.1$. With isotropic constants, the plane-strain assumption is comparable, at 5 %. I would report about 4 J/m², at a mode angle near $41^\circ$ for isotropic plates; the anisotropy of silicon shifts this angle by about one degree. If the film yields, its plastic work is part of that toughness, and the formula cannot separate it from the work of breaking the interface. The numerical output below gives the values in full.

## Values computed for the example and the checks

```
FINITE ELEMENTS, G E/((1-nu^2) m^2) x h^3, crack length 6 h
nu = 0.10: total 5.2500, mode I 3.0000, mode II 2.2500
nu = 0.22: total 5.2500, mode I 3.0000, mode II 2.2500
nu = 0.40: total 5.2500, mode I 3.0000, mode II 2.2500
formula: total 5.2500, mode I 3.0000, mode II 2.2500
G / steady formula against crack length (roller at 12 h):
  a =  0.375 h: 0.9763
  a =  0.625 h: 0.9967
  a =  1.125 h: 1.0000
  a =  2.125 h: 1.0000
  a =  4.125 h: 1.0000
  a =  8.125 h: 1.0000
  a = 10.125 h: 1.0022
  a = 11.125 h: 1.0016
  a = 14.125 h: 0.5516
  a = 17.125 h: 0.1962
friction 0.2, L = 10 h: model 4.8384, formula 4.8384
film N h/m = 0.3: model 3.6075, formula 3.6075
EXAMPLE
plate thickness h = 0.75 mm, width b = 6.0 mm
roller spacing L = 7.5 mm, notch to inner roller 9.0 mm
load P = 12.0 N, E = 160 GPa, nu = 0.22
moment per width m = 7.500 N m/m
plane-strain modulus = 168.14 GPa
stored energy ahead of tip = 0.5948 J/m2
stored energy behind tip = 4.7580 J/m2
G = 4.1632 J/m2 = 25.9850 eV/nm2
mode I part 2.3790 J/m2, mode II part 1.7842 J/m2
mode angle = 40.89 degrees
surface stress in cracked arm = 80.0 MPa
arm curvature = 1.2688 1/m, radius = 0.788 m
arm rotation, notch to inner roller = 0.0114 rad
roller displacement per mm of both cracks = 8.326 um
NEGLECTED EFFECTS
width number b^2 curvature/h = 0.0609
strip stiffness / plane strain = 0.9516 (free-edge limit 0.9516)
same at width number 100: 0.9926 (edge-layer formula 0.9926)
isotropic, free edges: G = 4.3750 J/m2
silicon constants C11, C12, C44 = 166, 64, 80 GPa
[110] plane-strain modulus 170.33 GPa, Young's modulus 169.70 GPa
crystal, plane strain: G = 4.1098 J/m2
crystal, free edges: G = 4.1249 J/m2
roller friction 0.1 changes G by -3.96 %
film: stress 200 MPa, thickness 0.5 um, force 100 N/m
film stress changes G by -1.14 %
film thickness / plate thickness = 6.67e-04
```
